# Electron lifetimes near the Fermi level: phase space and aluminium

## Definitions and conventions

Consider a three-dimensional gas of electrons with the free-electron mass, Fermi wave number $k_F$ and Fermi energy $E_F$. One electron has wave vector $\mathbf k$ and energy $E$, and $\xi=E-E_F$ is its energy above the Fermi level. In the algebra $\hbar=m=e=1$, so $\varepsilon_k=k^2/2$; numbers are in eV and angstrom.

Collisions take the electron out of its state at a rate $R_{\rm out}$ if the state is occupied, and fill the state at a rate $R_{\rm in}$ if it is empty. The occupation $F$ of this one state obeys

$$\dot F=-R_{\rm out}F+R_{\rm in}(1-F).$$

In equilibrium $F=f(\xi)=1/(e^{\xi/kT}+1)$ and the right side vanishes. Subtracting that equation gives, for the deviation $\delta F=F-f$,

$$\dot{\delta F}=-\Gamma\,\delta F,\qquad \Gamma=R_{\rm out}+R_{\rm in}.$$

An excess occupation therefore decays as $e^{-\Gamma t}$, with lifetime $\tau=\hbar/\Gamma$ when $\Gamma$ is given in eV. The same $\Gamma$ is the level width $-2\,{\rm Im}\,\Sigma$ of the retarded self-energy: a level at $\varepsilon-i\Gamma/2$ has an amplitude falling as $e^{-\Gamma t/2}$ and a probability falling as $e^{-\Gamma t}$. The quasiparticle weight, which would rescale the width, is set to one.

The result to be derived is

$$\Gamma=C\left[\xi^2+(\pi kT)^2\right],\qquad |\xi|,\,kT\ll E_F, \tag{1}$$

to leading order at fixed density, with a constant $C$ set by that density. It holds for the sum of the two rates. The out-rate alone carries a further factor $1-f(\xi)$, derived below.

## The estimate on the back of an envelope

At $T=0$ an electron at $\xi>0$ can decay by giving energy $\omega$ to a partner from the filled sea. The electron must land in an empty state, so $0<\omega<\xi$. The partner must also be lifted above $E_F$, so it must start within $\omega$ of the Fermi level. The number of choices is proportional to

$$\int_0^{\xi}\omega\,d\omega=\frac{\xi^2}{2}.$$

One power of $\xi$ comes from the final state of the electron and one from the choice of partner. At finite temperature the Fermi edge is smeared over a few $kT$. Both factors then stay open at $\xi=0$, and the count there is proportional to $(kT)^2$.

A rate needs the dimension of energy. If the screened interaction has no small or large parameter, the one remaining energy is $E_F$, and the guess is $\Gamma\sim\xi^2/E_F$. For aluminium, with $E_F=11.65$ eV as found below, this gives $0.086$ eV at $\xi=1$ eV. The guess leaves open the numerical prefactor, the factor $\pi^2$ in the thermal term, and whether momentum conservation spoils the count.

## The golden rule and its link to GW

Let $W(q)$ be the screened interaction at momentum transfer $\mathbf q$. Define the density of electron–hole pairs per volume, for both spins of the partner, by

$$S(q,\omega)=2\int\!\frac{d^3p}{(2\pi)^3}\,f_p\,(1-f_{\mathbf p+\mathbf q})\,\delta(\omega-\varepsilon_{\mathbf p+\mathbf q}+\varepsilon_p).$$

At $T=0$ the golden rule gives

$$\Gamma=2\pi\int\!\frac{d^3q}{(2\pi)^3}\,W(q)^2\int_0^{\xi}\!d\omega\,S(q,\omega)\,\delta(\omega-\varepsilon_k+\varepsilon_{\mathbf k-\mathbf q}). \tag{2}$$

This is the GW width at low energy. In GW the electron decays by exciting the fluctuations contained in ${\rm Im}\,W$. With $W^{-1}=v^{-1}-\chi_0$, where $v$ is the bare interaction and $\chi_0$ the response of independent electrons,

$${\rm Im}\,W=-|W|^2\,{\rm Im}\,W^{-1}=|W|^2\,{\rm Im}\,\chi_0,$$

and ${\rm Im}\,\chi_0=-\pi S$ for $\omega>0$ at $T=0$. The fluctuation strength $-{\rm Im}\,W/\pi$ is thus $|W|^2S$, the combination in (2). Two approximations remain: $|W|$ is taken at zero frequency, and exchange between the two final electrons is absent, as it is in GW.

## Momentum counting at zero temperature

**The partner.** Let $u$ be the cosine of the angle between $\mathbf p$ and $\mathbf q$. Then $\varepsilon_{\mathbf p+\mathbf q}-\varepsilon_p=pqu+q^2/2$, and $\int du\,\delta(\omega-pqu-q^2/2)=1/(pq)$ if the root lies in $|u|\le1$. With $d^3p=2\pi p^2\,dp\,du$,

$$S=\frac{2\cdot2\pi}{8\pi^3}\int\frac{p^2\,dp}{pq}=\frac{1}{2\pi^2q}\int p\,dp=\frac{\omega}{2\pi^2q}. \tag{3}$$

The last step uses $p\,dp=d\varepsilon_p$ and the range $E_F-\omega<\varepsilon_p<E_F$ of allowed partners. For small $\omega$ the root exists when $q$ lies between about $\omega/k_F$ and $2k_F$.

**The decaying electron.** With $u$ now the cosine between $\mathbf k$ and $\mathbf q$, $\varepsilon_k-\varepsilon_{\mathbf k-\mathbf q}=kqu-q^2/2$. The angular integral of the delta function in (2) gives $1/(kq)$. Inserting this, (3) and $d^3q=2\pi q^2\,dq\,du$,

$$\Gamma=\frac{2\pi\cdot2\pi}{8\pi^3}\int q^2dq\,W^2\,\frac{1}{kq}\,\frac{1}{2\pi^2q}\int_0^\xi\omega\,d\omega .$$

The first factor is $1/(2\pi)$, the energy integral is $\xi^2/2$, and the powers of $q$ cancel. To leading order $k\to k_F$ and the lower limit $\omega/k_F\to0$, so

$$\Gamma=C\xi^2,\qquad C=\frac{1}{8\pi^3k_F}\int_0^{2k_F}W(q)^2\,dq. \tag{4}$$

Momentum conservation does not spoil the energy count. In three dimensions the factor $q^2$ from the volume element compensates the two factors $1/q$, and the integral is finite if $W(0)$ is finite. With the bare $W=4\pi/q^2$ it would diverge at small $q$, so screening is essential.

**The prefactor.** Thomas–Fermi screening has $W=4\pi/(q^2+\kappa^2)$, where $\kappa^2$ is $4\pi$ times the density of states at $E_F$. That density, for both spins, is $k_F/\pi^2$, so $\kappa^2=4k_F/\pi$. To integrate $W^2$, note that

$$\frac{d}{dq}\,\frac{q}{q^2+\kappa^2}=\frac{\kappa^2-q^2}{(q^2+\kappa^2)^2}=\frac{2\kappa^2}{(q^2+\kappa^2)^2}-\frac{1}{q^2+\kappa^2}.$$

Solving for the squared denominator and integrating from $0$ to $2k_F$, with $x=2k_F/\kappa$,

$$\int_0^{2k_F}\!\frac{dq}{(q^2+\kappa^2)^2}=\frac{B}{2\kappa^3},\qquad B=\arctan x+\frac{x}{1+x^2}.$$

Multiplication by $16\pi^2/(8\pi^3k_F)=2/(\pi k_F)$ gives

$$C=\frac{B}{\pi k_F\kappa^3}. \tag{5}$$

For comparison with the guess, form $CE_F=k_FB/(2\pi\kappa^3)$. Replacing $\kappa^2$ by $4k_F/\pi$ turns this into $B/(8\kappa)$. Since $k_F=x\kappa/2$, the same relation gives $\kappa=2x/\pi$, and

$$CE_F=\frac{\pi B}{16\,x}. \tag{6}$$

The guess $\Gamma\sim\xi^2/E_F$ corresponds to $CE_F=1$. Differentiation gives $dB/dx=2/(1+x^2)^2$, which falls with $x$. So $B/x$, its average from $0$ to $x$, also falls, from the value 2 at $x\to0$. With Thomas–Fermi screening $CE_F$ therefore stays below $\pi/8\approx0.39$. The bound belongs to this form of $W$: the Lindhard screening introduced below exceeds it at low density, giving $0.44$ at $x=0.5$. In the high-density limit $x=\sqrt{\pi k_F}$ is large, $B\to\pi/2$, and $CE_F\to\pi^2/(32x)$: the fast electrons of a dense gas interact weakly on the scale of $E_F$.

## Finite temperature

Measure energies from $E_F$; the shift of the chemical potential is of order $(kT)^2/E_F$ and is neglected. The momentum factors are unchanged to leading order. What changes is the energy count, where $\omega$ may now have either sign.

**Partner count.** The range $\omega$ in (3) becomes $\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon+\omega)]$. Write $f$ and $f'$ for the two Fermi functions. Because $f/(1-f)=e^{-\varepsilon/kT}$, we have $f'(1-f)=e^{-\omega/kT}f(1-f')$, and hence

$$f-f'=f(1-f')-f'(1-f)=(1-e^{-\omega/kT})\,f(1-f').$$

The integral of $f-f'$ over $\varepsilon$ is $\omega$. The partner count is therefore $\omega/(1-e^{-\omega/kT})=\omega[1+n(\omega)]$, with $n(\omega)=1/(e^{\omega/kT}-1)$. The reverse process, in which the partner drops by $\omega$, has the count $e^{-\omega/kT}\omega(1+n)=\omega n$.

**Out and in.** The electron leaves for the state at $\xi-\omega$ if that state is empty. The reverse process fills the state at $\xi$ if the one at $\xi-\omega$ is occupied. With $g=f(\xi-\omega)$ the sum of the counts is

$$\omega\left[(1+n)(1-g)+ng\right]=\omega\,[1+n-g]=\omega\,[n(\omega)+f(\omega-\xi)],$$

where $1-f(y)=f(-y)$ was used. The quantity that replaces $\xi^2/2$ is

$$I=\int_{-\infty}^{\infty}\!d\omega\,\omega\,[n(\omega)+f(\omega-\xi)].$$

The two terms do not converge separately at $\omega\to-\infty$, where $n\to-1$ and $f\to1$. Add the step function $\theta(-\omega)$ to the first and subtract it from the second.

**Bose part.** For $\omega=-s<0$, $n(-s)+1=-n(s)$, and the factor $\omega=-s$ makes the contribution $s\,n(s)$, equal to that of $\omega=s$. Expanding $1/(e^y-1)=\sum_{j\ge1}e^{-jy}$,

$$2\int_0^\infty\!\omega\,n\,d\omega=2(kT)^2\sum_{j\ge1}\frac1{j^2}=\frac{\pi^2}{3}(kT)^2.$$

**Fermi part.** Integrate by parts. The boundary terms vanish, and the delta function from the step is multiplied by $\omega^2=0$. With $y=\omega-\xi$, and with $f'(y)$ now denoting the derivative $df/dy$,

$$\int\!\omega\,[f(\omega-\xi)-\theta(-\omega)]\,d\omega=\frac12\int(\xi+y)^2\,[-f'(y)]\,dy .$$

The weight $-f'$ is even and has unit area, so the cross term vanishes and the result is $\frac12(\xi^2+\langle y^2\rangle)$. Another integration by parts gives $\langle y^2\rangle=4\int_0^\infty y f\,dy=4(kT)^2\sum_j(-1)^{j-1}/j^2$. The alternating sum is the full sum minus twice its even terms, $\frac{\pi^2}{6}(1-\frac12)=\frac{\pi^2}{12}$. Hence $\langle y^2\rangle=\pi^2(kT)^2/3$, and the Fermi part is $\xi^2/2+\pi^2(kT)^2/6$.

**Sum.** Adding the parts,

$$I=\frac{\xi^2}{2}+\left(\frac{\pi^2}{3}+\frac{\pi^2}{6}\right)(kT)^2=\frac12\left[\xi^2+(\pi kT)^2\right],$$

which turns (4) into (1). Two thirds of the thermal term come from the Bose part and one third from the Fermi part. The result is even in $\xi$, so to leading order a hole below $E_F$ has the same width as an electron equally far above it. The corrections of relative order $|\xi|/E_F$ differ: at aluminium's density and $|\xi|=1$ eV the hole is about 8 percent wider than the electron.

The equilibrium condition $R_{\rm out}f=R_{\rm in}(1-f)$ gives $R_{\rm out}=(1-f)\Gamma$. At $\xi=0$ the out-rate is half of $\Gamma$; for $\xi\gg kT$ it is nearly all of it.

## Aluminium at 1 eV

Treat aluminium as a free-electron gas with three valence electrons per atom. The face-centred cubic cell has four atoms and a measured edge of about 4 Å. The input adopted for this example is $4.05$ Å, so

$$n_e=\frac{12}{(4.05)^3}=0.1806\ \text{Å}^{-3},\qquad k_F=(3\pi^2n_e)^{1/3}=1.749\ \text{Å}^{-1}.$$

With $\hbar=m=e=1$ the unit of length is the Bohr radius $a_0$, so in ordinary units $E_F=\hbar^2k_F^2/2m$ and $\kappa^2=4k_F/(\pi a_0)$. This gives $E_F=11.65$ eV and $\kappa=2.051$ Å$^{-1}$. Then $x=2(1.749)/2.051=1.705$ and $B=1.477$. From (6),

$$CE_F=\frac{\pi(1.477)}{16(1.705)}=0.170,\qquad C=\frac{0.170}{11.65}=0.0146\ \text{eV}^{-1}.$$

At $\xi=1$ eV and $T=0$ the width and lifetime are

$$\Gamma=0.0146\ \text{eV},\qquad \tau=\hbar/\Gamma\approx45\ \text{fs}.$$

At the Fermi velocity of $20.25$ Å/fs the electron covers about $900$ Å in this time. The width is about 1.5 percent of the excitation energy, so the level is well defined.

At 300 K, $kT=0.02585$ eV and $(\pi kT)^2=(0.0812)^2=0.0066$ eV$^2$. Compared with $\xi^2=1$ eV$^2$ this adds 0.66 percent to the width. At the Fermi level the thermal term stands alone: $\Gamma=9.6\times10^{-5}$ eV, or $\hbar/\Gamma\approx6.8$ ps. This is the electron–electron part; phonons and defects add rates of their own.

## Comparison and reliability

**The guess.** The dimensional estimate of $0.086$ eV has the right power of $\xi$ but is about six times too large. The missing factor is $CE_F=0.170$.

**The low-energy expansion.** The golden rule can be evaluated without assuming small $\xi$. Let $\mathbf P=\mathbf k+\mathbf p$ and $r=|\mathbf k-\mathbf p|/2$. Energy conservation puts the final wave vectors at $\mathbf P/2\pm r\hat{\mathbf n}$. The delta function for the relative momentum $r'$ gives $\int r'^2dr'\,\delta(r^2-r'^2)=r/2$, so at $T=0$

$$\Gamma=\frac{4\pi}{(2\pi)^6}\int d^3p\;\frac r2\int d\Omega_{\hat n}\,W^2,$$

with $\mathbf p$ inside the Fermi sphere and both final electrons outside. Summing this integral over quasi-random points, with the same Thomas–Fermi $W$, gives $0.0135$ eV at 1 eV, which is $0.928$ times the leading-order value.

The deficit can be traced. The factor $1/k$ in place of $1/k_F$ lowers the rate by the fraction $\xi/(2E_F)$. The excluded range $q<\omega/k_F$ removes $W(0)^2\omega/k_F$ from the $q$-integral. Averaged with weight $\omega$, $\omega$ becomes $2\xi/3$, and the lost fraction is

$$\frac{(2\xi/3k_F)/\kappa^4}{B/(2\kappa^3)}=\frac{4\xi}{3k_F\kappa B}=\frac{x}{3B}\,\frac{\xi}{E_F},$$

using $\xi/k_F=(\xi/E_F)k_F/2$ and $k_F/\kappa=x/2$. At the upper end, a partner at depth $e$ below $E_F$ allows $q$ up to the sum of its initial and final wave numbers, $2k_F+(\omega-2e)/k_F$. The corresponding limit for the decaying electron, $2k_F+(2\xi-\omega)/k_F$, is never smaller because $\omega\le\xi$ and $e\ge0$, so the partner sets the limit. The average of $e$ is $\omega/2$, so this shift cancels to first order. Altogether

$$\frac{\Gamma}{C\xi^2}\approx1-\left(\frac12+\frac{x}{3B}\right)\frac{\xi}{E_F}=1-0.88\,\frac{\xi}{E_F},$$

or $0.92$ at 1 eV, close to the full integral. The term $x/(3B)$ grows with density. In a very dense gas, where $x\gg1$, the leading-order result at $T=0$ therefore requires $\xi\ll E_F/x$, which is stricter than $\xi\ll E_F$.

**The screening.** Thomas–Fermi theory uses the response at $q\to0$ for every $q$. The static response of independent electrons replaces $\kappa^2$ by $\kappa^2L(q)$, with

$$L(q)=\frac{1}{k_Fq}\int_0^{k_F}\!p\,\ln\left|\frac{2p+q}{2p-q}\right|dp .$$

This is the sum of $4f_p/(\varepsilon_{\mathbf p+\mathbf q}-\varepsilon_p)$ over $\mathbf p$, after the angular integral and division by $k_F/\pi^2$. For $q\to0$ the logarithm tends to $q/p$ and $L\to1$. With this Lindhard screening, numerical quadrature of (4) gives $0.0154$ eV and $43$ fs, a width about 6 percent larger.

**What is left out.** For partners of equal spin, exchange replaces the direct sum $\frac12(W_1^2+W_2^2)$ by $\frac12(W_1-W_2)^2$, where $W_1$ and $W_2$ belong to the two ways of assigning the final electrons. As $W>0$, this lowers the rate. Equal spins supply half of the direct rate, so the reduction is at most one half. At aluminium's density it is not far from that bound: with the same static $W$ in both terms the leading-order rate falls by about 40 percent, which turns 45 fs into about 75 fs, a much larger shift than the corrections above. Dynamical screening matters at $q\sim\omega/k_F$ and enters at the same order in $\xi/E_F$ as the corrections above. At 1 eV it is small: the unexpanded integral gives $0.0144$ eV with static Lindhard screening and $0.0141$ eV, or about 47 fs, with the frequency-dependent $W$. The crystal bands and the polarization of the ion cores are also absent. The 45 fs is therefore an electron-gas estimate for aluminium's density, to be read as several tens of femtoseconds within that model. The effect of bands and cores is not bounded by anything derived here, so it is not a prediction of the lifetime measured in the crystal.

Numerical values quoted here were computed with a short program.
